# Löwdin populations, projected densities of states and spilling in the S metric

**Q.** I have ultrasoft pseudo-wavefunctions and atomic orbitals, and I want to know how much of each state is "on" each orbital. Why not square the ordinary overlap $\langle\phi_\mu|\psi_i\rangle$?

**A.** Because the states are not normalized in that overlap. They satisfy

$$H|\psi_i\rangle=\varepsilon_iS|\psi_i\rangle,\qquad S=1+\sum_{ab}|\beta_a\rangle q_{ab}\langle\beta_b|,$$

where the $\beta_a$ are projectors and $q_{ab}$ is a Hermitian matrix of augmentation charges. Let $S$ be positive definite, a condition examined below. Then $\langle\psi_i|S|\psi_i\rangle>0$ and $\varepsilon_i=\langle\psi_i|H|\psi_i\rangle/\langle\psi_i|S|\psi_i\rangle$ is real. Take the bracket of the equation for $\psi_j$ with $\psi_i$. Since $H$ and $S$ are Hermitian and the energies are real, $(\varepsilon_j-\varepsilon_i)\langle\psi_i|S|\psi_j\rangle=0$. States of different energy are therefore orthogonal through $S$, and degenerate ones can be chosen so. We normalize them as $\langle\psi_i|S|\psi_j\rangle=\delta_{ij}$. A fraction of a state has to be measured with the inner product that gives the whole state the value one:

$$(f,g)=\langle f|S|g\rangle,\qquad \|f\|^2=(f,f).$$

**Q.** That is consistent bookkeeping. Does this inner product mean anything physically?

**A.** It stands for the all-electron overlap, under a condition. Let $\chi_a$ be the all-electron partial waves, $\tilde\chi_a$ the pseudo ones and $\Delta_a=\chi_a-\tilde\chi_a$, which vanishes outside the atomic spheres. The reconstruction is $T=1+\sum_a|\Delta_a\rangle\langle\beta_a|$, with $\langle\beta_a|\tilde\chi_b\rangle=\delta_{ab}$. Write $f_a=\langle\beta_a|f\rangle$. Then

$$\langle Tf|Tg\rangle=\langle f|g\rangle+\sum_a\left[\langle f|\Delta_a\rangle g_a+f_a^*\langle\Delta_a|g\rangle\right]+\sum_{ab}f_a^*\langle\Delta_a|\Delta_b\rangle g_b .$$

Take spheres that do not overlap, projectors confined to their own sphere, and count each partial wave only inside its own sphere, here and in $r_f$ below; then $q_{ab}$ connects only functions on the same atom. The augmentation charge is

$$q_{ab}=\langle\chi_a|\chi_b\rangle-\langle\tilde\chi_a|\tilde\chi_b\rangle=\langle\tilde\chi_a|\Delta_b\rangle+\langle\Delta_a|\tilde\chi_b\rangle+\langle\Delta_a|\Delta_b\rangle .$$

Subtract $\langle f|S|g\rangle=\langle f|g\rangle+\sum_{ab}f_a^*q_{ab}g_b$. The $\langle\Delta_a|\Delta_b\rangle$ terms cancel, and the others combine into

$$\langle Tf|Tg\rangle-\langle f|S|g\rangle=\sum_a\left[\langle r_f|\Delta_a\rangle g_a+f_a^*\langle\Delta_a|r_g\rangle\right],\qquad r_f=f-\sum_a\tilde\chi_af_a .$$

If the partial waves represent both functions completely inside the spheres, $r_f$ and $r_g$ vanish there and $S$ gives the all-electron overlap. Otherwise it is an approximation to it.

**Q.** You call $(f,g)$ an inner product. Some $q_{ab}$ can be negative. What stops $\|f\|^2$ from being negative?

**A.** Nothing in the form of $S$ does; it is an assumption to be checked. Take linearly independent projectors with $B_{ab}=\langle\beta_a|\beta_b\rangle$. On functions orthogonal to all the $\beta_a$, $S$ acts as the identity. In their span, use the orthonormal basis $e_c=\sum_a\beta_a(B^{-1/2})_{ac}$. Then $\langle e_c|\beta_a\rangle=(B^{-1/2}B)_{ca}=(B^{1/2})_{ca}$, so the matrix of $S$ is

$$1+B^{1/2}qB^{1/2}.$$

All its eigenvalues must be positive. I assume this from here on.

**Q.** Suppose it holds. Atomic orbitals on neighbouring sites overlap, so adding their squared projections counts some weight twice.

**A.** So we first make them orthonormal. Let $\phi_1,\dots,\phi_n$ be linearly independent and $O_{\mu\nu}=(\phi_\mu,\phi_\nu)$. For any nonzero coefficients, $\sum_{\mu\nu}c_\mu^*O_{\mu\nu}c_\nu=\|\sum_\mu c_\mu\phi_\mu\|^2>0$. Hence $O$ is positive definite, and the Hermitian matrix $O^{-1/2}$ exists. The Löwdin orbitals are

$$\tilde\phi_\mu=\sum_\nu\phi_\nu(O^{-1/2})_{\nu\mu},\qquad(\tilde\phi_\mu,\tilde\phi_\nu)=(O^{-1/2}OO^{-1/2})_{\mu\nu}=\delta_{\mu\nu}.$$

**Q.** Gram–Schmidt would also give an orthonormal set. Why this one?

**A.** It disturbs the original orbitals least. Any other $S$-orthonormal basis of the same span is $\eta_\mu=\sum_\nu\tilde\phi_\nu U_{\nu\mu}$ with $U$ unitary, while $\phi_\mu=\sum_\nu\tilde\phi_\nu(O^{1/2})_{\nu\mu}$. Therefore

$$\sum_\mu\|\eta_\mu-\phi_\mu\|^2=n+\mathrm{Tr}\,O-2\,\mathrm{Re}\,\mathrm{Tr}(U^\dagger O^{1/2}).$$

In the eigenbasis of $O$, with eigenvalues $o_a$, the last trace has real part $\sum_a\sqrt{o_a}\,\mathrm{Re}\,U_{aa}$. Since $|U_{aa}|\le1$, this is largest when every $U_{aa}=1$, which for a unitary matrix means $U=1$. The Löwdin set is the unique minimizer.

**Q.** Then define the quantities I asked for.

**A.** With $p_{\mu i}=(\tilde\phi_\mu,\psi_i)=\langle\tilde\phi_\mu|S|\psi_i\rangle$ and occupations $f_i$, the population and the projected density of states (PDOS) are

$$n_\mu=\sum_if_i|p_{\mu i}|^2,\qquad g_\mu(E)=\sum_i|p_{\mu i}|^2\,\delta(E-\varepsilon_i).$$

What the orbitals miss of state $i$ is $s_i=1-\sum_\mu|p_{\mu i}|^2$. The spilling parameter is its weighted mean,

$$\mathcal S=\sum_iw_is_i,\qquad w_i\ge0,\quad\sum_iw_i=1 .$$

In a crystal the orbitals become Bloch sums, $O$ is formed at each $k$, and the $k$ weights, which sum to one, are included in $f_i$ and $w_i$ and multiply each term of $g_\mu(E)$.

**Q.** A difference between one and a sum of squares could have either sign. Why should $s_i$ stay between zero and one?

**A.** Because the sum of squares is the squared length of an orthogonal projection. Define

$$P=\sum_\mu|\tilde\phi_\mu\rangle\langle\tilde\phi_\mu|S .$$

Orthonormality gives

$$P^2=\sum_{\mu\nu}|\tilde\phi_\mu\rangle\langle\tilde\phi_\mu|S|\tilde\phi_\nu\rangle\langle\tilde\phi_\nu|S=P .$$

As a matrix $P$ is in general not Hermitian, but $SP=\sum_\mu S|\tilde\phi_\mu\rangle\langle\tilde\phi_\mu|S$ is. Hence $(f,Pg)=(Pf,g)$. Split $\psi_i=P\psi_i+(1-P)\psi_i$. The parts are orthogonal, since

$$(P\psi_i,(1-P)\psi_i)=(\psi_i,(P-P^2)\psi_i)=0 .$$

Pythagoras' theorem then gives

$$1=\|P\psi_i\|^2+\|(1-P)\psi_i\|^2=\sum_\mu|p_{\mu i}|^2+\|(1-P)\psi_i\|^2 ,$$

and so

$$s_i=\|(1-P)\psi_i\|^2=1-\|P\psi_i\|^2 .$$

The first form shows $s_i\ge0$, the second $s_i\le1$. A mean with non-negative weights stays in the same interval, so $0\le\mathcal S\le1$.

**Q.** When are the ends reached?

**A.** $\mathcal S=0$ requires $(1-P)\psi_i=0$ for every state with positive weight: all of them lie in the span of the orbitals. $\mathcal S=1$ requires $P\psi_i=0$ for all of them: each is $S$-orthogonal to every orbital.

The sign of the weights matters. Two states with $s=0$ and $s=1$ and weights $1.1$ and $-0.1$ have the "mean" $-0.1$. A smearing scheme that produces negative occupations can therefore take an occupation-weighted spilling out of the interval, although each $s_i$ remains inside it.

**Q.** Does the answer depend on having chosen Löwdin orbitals?

**A.** The spilling does not. Inserting their definition gives

$$P=\sum_{\mu\nu}|\phi_\mu\rangle(O^{-1})_{\mu\nu}\langle\phi_\nu|S .$$

If the orbitals are recombined by an invertible matrix $M$, then $O\to M^\dagger OM$, and $M(M^\dagger OM)^{-1}M^\dagger=O^{-1}$ leaves $P$ unchanged. The individual $|p_{\mu i}|^2$ in general do change, even when a single orbital is rescaled; a common factor or a phase on each orbital leaves them as they are.

There is also a definition of $s_i$ without orthogonalization. For any coefficients,

$$\Big\|\psi_i-\sum_\mu c_\mu\phi_\mu\Big\|^2=\|(1-P)\psi_i\|^2+\Big\|P\psi_i-\sum_\mu c_\mu\phi_\mu\Big\|^2,$$

because the second vector lies in the span and the first is orthogonal to it. The minimum over $c_\mu$ is $s_i$. Adding orbitals enlarges the set searched, so it cannot raise the spilling.

**Q.** Then a good orbital set should give a small spilling for any number of bands.

**A.** It cannot, because $n$ orbitals have only $n$ units of weight to give. In a finite basis, let $\Psi$ be the square matrix whose columns are all the eigenstates. From $\Psi^\dagger S\Psi=1$ follows $\Psi\Psi^\dagger=S^{-1}$, that is $\sum_i|\psi_i\rangle\langle\psi_i|=S^{-1}$. Hence

$$\int g_\mu\,dE=\sum_i|p_{\mu i}|^2=\langle\tilde\phi_\mu|SS^{-1}S|\tilde\phi_\mu\rangle=1 .$$

For $M$ equally weighted bands at each $k$, the captured weight $M(1-\mathcal S)$ cannot exceed $n$, so $\mathcal S\ge1-n/M$. Once $M>n$ some of the bands must spill; if the occupied ones are well captured, the loss falls on the empty ones.

For the occupied states take $w_i=f_i/N$, with $N=\sum_if_i$ and $f_i\ge0$. Then

$$\sum_\mu n_\mu=\sum_if_i(1-s_i)=N(1-\mathcal S).$$

The populations add up to the electron number only if the occupied spilling is zero.

**Q.** Can the PDOS be obtained without the eigenstates? I would trust it more if a second route agreed.

**A.** Let $G(z)=(zS-H)^{-1}$. Since $(zS-H)|\psi_i\rangle=(z-\varepsilon_i)S|\psi_i\rangle$, applying $zS-H$ to $\sum_i|\psi_i\rangle\langle\psi_i|/(z-\varepsilon_i)$ gives $SS^{-1}=1$. That sum is therefore $G(z)$. At $z=E+i\eta$ the imaginary part of $1/(z-\varepsilon_i)$ is $-\eta/[(E-\varepsilon_i)^2+\eta^2]$, so

$$-\frac1\pi\mathrm{Im}\langle\tilde\phi_\mu|SG(E+i\eta)S|\tilde\phi_\mu\rangle=\sum_i|p_{\mu i}|^2\,\frac{\eta/\pi}{(E-\varepsilon_i)^2+\eta^2},$$

which tends to $g_\mu(E)$ as $\eta\to0^+$. Each $S$ beside $G$ is needed. Integrating $G/(2\pi i)$ counterclockwise around the occupied levels gives $\sum_{\rm occ}|\psi_i\rangle\langle\psi_i|$, and from it the populations of fully occupied states.

**Q.** DFT+U uses an occupation matrix, not just its diagonal. Does the bound help there?

**A.** Yes. For one spin with $0\le f_i\le1$, let $n_{\mu\nu}=\sum_if_ip_{\mu i}p_{\nu i}^*$. For a unit vector $c$ and $v=\sum_\mu c_\mu\tilde\phi_\mu$, which has $\|v\|=1$,

$$\sum_{\mu\nu}c_\mu^*n_{\mu\nu}c_\nu=\sum_if_i|(v,\psi_i)|^2\le\sum_i|(v,\psi_i)|^2=1,$$

and the left side is not negative. In a crystal this chain holds at each $k$ with the unweighted occupations, and averaging with $k$ weights that sum to one keeps the result between zero and one. Every eigenvalue $\lambda$ lies in $[0,1]$. The simplified rotationally invariant correction $\frac U2\mathrm{Tr}[n(1-n)]=\frac U2\sum\lambda(1-\lambda)$ is then non-negative for $U>0$. The argument needs $\|v\|=1$, that is, $S$-orthonormal orbitals; atomic orbitals used without that step can give occupations above one.

**Q.** Show me numbers, including the case of a negative $q$.

**A.** Take a one-dimensional crystal with a cell of 6 bohr and sites A at 0 and B at 2.8 bohr. In atomic units

$$H=-\tfrac12\frac{d^2}{dx^2}+V+\sum_a|\beta_a\rangle D_a\langle\beta_a| ,$$

where $V$ is a sum of wells $-V_se^{-x^2}$ centred on the sites, with depths 2.0 (A) and 1.2 hartree (B). Each site has an s-like and a p-like projector, normalized functions proportional to $e^{-1.5x^2}$ and $xe^{-1.5x^2}$, and two orbitals of the same form with exponent 0.6, normalized in the ordinary overlap on the isolated site. The matrix $q$ is diagonal, 0.4 for s and $-0.2$ for p; $D$ is $-0.4$ and 0.1 hartree. There are 31 plane waves, eight $k$ points and four electrons, which fill two bands. This $S$ is a model metric, not built from partial waves.

Its smallest eigenvalue is 0.793, so the assumption holds. Orthonormal projectors would give $1-0.2=0.8$; the difference comes from overlaps between projectors.

For the lowest state at the first $k$ point, the weights on A s, A p, B s and B p give

$$0.95386+0.00021+0.00696+0.03795=0.99898 ,$$

so $s=0.0010$. Least squares gives the same spilling.

**Q.** And the populations?

**A.** The mean weights of A s in the two filled bands are 0.9474 and 0.0290. With two electrons per band, $n_{\rm As}=2(0.9474+0.0290)=1.953$. The others are 0.128 (A p), 1.868 (B s) and 0.045 (B p). They sum to 3.994, and $N(1-\mathcal S)=4(1-0.00154)=3.994$. With s orbitals alone the occupied spilling is 0.0132, so the p orbitals reduce it by a factor of about 8.6.

Gram–Schmidt in the order A s, A p, B s, B p has the same sum, but gives A p 0.294 electrons instead of 0.128. Normalizing each orbital with $S$ at each $k$ before the Löwdin step also keeps the sum, but gives A s 1.944 and A p 0.143. A population belongs to an orbital set, its normalization and an orthogonalization; a small spilling does not make it unique.

In the PDOS, a half width of 0.05 hartree gives a single level of unit weight the peak height $1/(0.05\pi)=6.37$ per hartree. Band 1 is only 0.007 hartree wide on this grid, so its A s peak should be near $6.37\times0.947=6.03$. The computed value at the band's mean energy is 6.02 per hartree per spin.

**Q.** Does the trace bound bite?

**A.** For six bands and four orbitals it is $1-4/6=0.3333$, and the computed spilling is 0.3339. Those bands contain $6(1-\mathcal S)=3.996$ of the four available units. For four bands the bound is zero but the spilling is 0.097: the bound limits the spilling from below and does not estimate it.

**Q.** Finally, what would my plain overlaps have given?

**A.** Orthonormalize the orbitals with the ordinary overlap, and let $P_0$ be the corresponding projector. The normalization reads $1=\langle\psi|\psi\rangle+a$, with augmentation charge $a=\sum_{ab}\langle\psi|\beta_a\rangle q_{ab}\langle\beta_b|\psi\rangle$. Thus

$$1-\langle\psi|P_0|\psi\rangle=\langle\psi|(1-P_0)|\psi\rangle+a .$$

Averaged over the occupied states, this is $0.0015+0.2535\approx0.255$. Nearly all of the apparent spilling is augmentation charge, not a defect of the orbitals.

The error can also be negative. Take the A p orbital itself, normalized with $S$, as the state. It lies in the span, so its true spilling is zero, but plain overlaps give $-0.165$ at the first $k$ point (down to $-0.188$ at others on the grid), because its augmentation charge is negative. For norm-conserving potentials $q=0$, $S=1$, and the two prescriptions coincide.

**Q.** And if $S$ were not positive?

**A.** Then the $S$ prescription can fail too. With $S=\mathrm{diag}(1,-\tfrac12)$, the state $\psi=(\sqrt{1.5},1)$ has $(\psi,\psi)=1.5-0.5=1$. Its squared projection on $\phi=(1,0)$ is 1.5, so $s=-0.5$. The residual $(0,1)$ has negative squared length, and Pythagoras no longer bounds either part. A spilling clearly below zero, beyond rounding, is therefore a reason to check the metric, the normalization and the signs of the weights. The numerical output below gives the remaining values.

## Computed results

```
cell length 6.0 bohr; sites at [0.0, 2.8] bohr
well depths [2.0, 1.2] hartree; width 1.0 bohr
exponents: projectors 1.5, orbitals 0.6 bohr^-2
q (s, p) = 0.4, -0.2 (dimensionless)
D (s, p) = -0.4, 0.1 hartree
plane waves 31, k points 8, electrons per cell 4
smallest eigenvalue of S over k: 0.7928
first k point: -0.4581 bohr^-1
S-norms <phi|S|phi> at first k (A s, A p, B s, B p): [1.36   0.8593 1.36   0.8593]
|<A s|S|B s>| at first k: 0.0724
lowest state at first k: energy -1.1541 hartree
  its weights |p|^2 (A s, A p, B s, B p): [9.5386e-01 2.1000e-04 6.9600e-03 3.7950e-02]
  sum of weights 0.99899, spilling 0.00101
band 1: -1.1610 to -1.1541 hartree on the k grid
band 2: -0.7496 to -0.6859 hartree on the k grid
band 3: -0.0475 to 0.2933 hartree on the k grid
band 1 mean weights (A s, A p, B s, B p): [9.474e-01 4.000e-04 3.050e-02 2.080e-02] spilling 0.0009
band 2 mean weights (A s, A p, B s, B p): [0.029  0.0636 0.9033 0.0017] spilling 0.0022
band 3 mean weights (A s, A p, B s, B p): [0.0071 0.63   0.0496 0.302 ] spilling 0.0113
population A s: Loewdin 1.9529, Gram-Schmidt 1.9947 electrons
population A p: Loewdin 0.1281, Gram-Schmidt 0.2941 electrons
population B s: Loewdin 1.8677, Gram-Schmidt 1.7025 electrons
population B p: Loewdin 0.0452, Gram-Schmidt 0.0026 electrons
site populations A 2.0809, B 1.9129 electrons
sum of populations 3.9938 electrons
occupied spilling, s+p orbitals: 0.00154
occupied spilling, s orbitals only: 0.01317
electrons missed, s+p orbitals: 0.0062
spilling of lowest 2 bands: 0.0015, trace bound 0.0000
spilling of lowest 4 bands: 0.0974, trace bound 0.0000
spilling of lowest 6 bands: 0.3339, trace bound 0.3333
spilling of lowest 8 bands: 0.5000, trace bound 0.5000
occupation matrix eigenvalues per spin: -0.0000 to 0.9998
PDOS broadening (half width) 0.05 hartree
PDOS at -1.1576 hartree (A s, A p, B s, B p): [6.0167 0.0154 0.2685 0.1381] per hartree per spin
PDOS at -0.7188 hartree (A s, A p, B s, B p): [0.229  0.3549 4.7373 0.0237] per hartree per spin
PDOS at 0.1035 hartree (A s, A p, B s, B p): [0.0263 0.9917 0.1074 0.5513] per hartree per spin
plain overlaps, occupied states: apparent spilling 0.2551
  = plain residual 0.0015 + augmentation charge 0.2535
A p orbital as state, plain overlaps: spilling -0.1646
A p orbital as state, S metric: spilling 0.0000
indefinite S (eigenvalues 1.0, -0.5): spilling -0.5000
```
